Akhiezer and Landau-Rumer damping of transverse sound from one kinetic equation

In a model solid at 20 K, raising the frequency of a transverse sound wave from 0.1 to 1 MHz multiplies its energy damping rate by 97. Raising it from 1 to 10 GHz multiplies the rate by only 9.4. The crystal, its thermal phonons and their relaxation time, τ = 20 ns, are the same throughout. What changes is the product ωτ, which runs from 0.013 to 1257. The first factor is close to the 100 of a law ω², the second to the 10 of a law ω. Both laws follow from the response of one phonon gas to an oscillating strain.

Let the wave travel along z with speed c and displacement u along x, so that ω = cq, and let its strain be

ε(z,t) = ∂u/∂z = Re[ε₀ exp(iqz − iωt)], with ε₀ real.

The thermal phonons belong to branches j with speeds v_j, independent of direction, and have energies E = ħv_j k. Their wavelengths are much shorter than that of the sound, and ħω ≪ k_BT. A thermal phonon can then be treated as a packet that has a position and a wavevector and feels a locally uniform strain. To first order its energy becomes

E + δE, δE = E G_j ε.

Positions and wavevectors are referred to the undeformed crystal. In these material coordinates a rigid rotation changes no phonon energy, so only the symmetric part of the displacement gradient matters. Its components here are e_xz = e_zx = ε/2. For a longitudinal phonon with direction n in an isotropic solid, a shift linear in the strain can contain only the scalars Σ e_ii and Σ n_i e_ij n_j. The first vanishes for shear, and the second equals n_x n_z ε. Hence

G_j = g_j n_x n_z.

For the two degenerate transverse branches, strain could also mix the polarizations. The model leaves this out and gives both branches the same constant g_T.

The occupation n of a branch obeys the Boltzmann equation. The strained energy acts as the Hamiltonian of the packet, so ħ dk/dt = −∇δE. Write n₀(E) for the Bose function and n₀′ = ∂n₀/∂E, which is negative. Since ∂n₀/∂k = ħv n₀′, the equation to first order in ε is

∂n/∂t + v·∇n − n₀′ v·∇δE = −(n − n_loc)/τ.

Collisions drive n toward local equilibrium in the strained crystal, n_loc = n₀(E + δE) ≈ n₀ + n₀′δE. They are assumed to relax the gas toward a lattice at rest, so that no drift of the phonon gas has to be carried along. Now put

n = n₀ + n₀′δE + g.

The gradient of n₀′δE cancels the force term: a phonon moving through a static strain follows the local equilibrium without help from collisions. What remains is

∂g/∂t + v·∇g + g/τ = −n₀′ ∂δE/∂t.

All first-order quantities vary as exp(iqz − iωt), so for the complex amplitudes

g [1/τ − i(ω − q·v)] = iω n₀′ δE,

g = iωτ n₀′ δE / [1 − i(ω − q·v)τ].

Collisions conserve energy, which could in general require a temperature oscillation in n_loc. Here it does not. The condition is ΣEg = 0, where Σ denotes the sum over branches and the integral ∫d³k/(2π)³. In g, the factor G is proportional to cos φ, with φ the azimuth about z, while everything else depends on k and μ = n_z. The azimuthal integral vanishes, and zero temperature shift is consistent.

The energy lost by the wave follows from its equation of motion. At fixed occupations the energy density is ρc²ε²/2 + Σ n E(1 + Gε) plus a kinetic part. Its derivative with respect to ε is the stress, so that

ρ ∂²u/∂t² = ∂(ρc²ε + σ)/∂z, σ = Σ E G n.

Multiply by ∂u/∂t and average over a wavelength. Integration by parts turns the phonon term into −⟨σ ∂ε/∂t⟩. The wave therefore loses, per volume and time,

P = ⟨σ ∂ε/∂t⟩ = ⟨Σ n ∂δE/∂t⟩.

The part n₀′δE of n is in phase with the strain and does no mean work; it only shifts the elastic modulus. A term of order ε² in the phonon energy likewise gives a stress in phase with ε at this order. Only g contributes. The amplitude of ∂δE/∂t is −iωδE, its complex conjugate is iωδE*, and the mean of a product of two real oscillations is half the real part of one amplitude times the conjugate of the other:

P = ½ Re Σ g iωδE*
 = ½ Re Σ ω²τ(−n₀′)|δE|² / [1 − i(ω − q·v)τ]
 = ½ ω²ε₀² Σ (−n₀′)E²G² τ / [1 + (ω − q·v)²τ²].

The sign is positive because i² and n₀′ are both negative. This expression was tested against phonon paths integrated in the full strained Hamiltonian; the largest relative difference was 4×10⁻⁶.

The mean kinetic energy density of the wave is ρω²u₀²/4 = ρc²ε₀²/4, since ε₀ = qu₀ in magnitude. The elastic part is equal, so W = ρc²ε₀²/2. For weak damping, Γ ≪ ω, the energy decays as exp(−Γt) with Γ = P/W. The amplitude falls along the path as exp(−αz), with α = Γ/(2c).

The sum over the magnitude of k gives a heat capacity. Because n₀ depends on E/T, ∂n₀/∂T = −(E/T)n₀′, and for one branch

T C_j = T ∫d³k/(2π)³ E ∂n₀/∂T = ∫d³k/(2π)³ E²(−n₀′).

With q·v = ωμv_j/c and the same τ for all phonons, the damping rate is

Γ = (ω²τ/ρc²) Σ_j T C_j ⟨G_j² / [1 + (ωτ)²(1 − μv_j/c)²]⟩, (1)

where the brackets now denote an average over directions. A second test diagonalized the coupled equations of wave and phonon gas for one thermal branch; its decay rates agreed with the corresponding form of (1) within 8×10⁻⁵.

For ωτ ≪ 1, with v_j/c of order one, the denominator becomes 1. The azimuthal average of n_x²n_z² is μ²(1 − μ²)/2, and therefore

⟨n_x²n_z²⟩ = ½∫₋₁¹ dμ ½μ²(1 − μ²) = ¼(2/3 − 2/5) = 1/15.

The result is Akhiezer damping:

Γ_A = ω²τ Σ_j g_j² T C_j / (15ρc²). (2)

Each phonon group lags behind its equilibrium by a small phase proportional to ωτ. The work per period is proportional to this lag, and the number of periods per second supplies the other factor ω. Slower collisions increase the loss, because they leave the gas further from equilibrium. If C is constant and τ ∝ 1/T, the product TCτ and hence Γ_A do not depend on temperature.

The model solid has ρ = 3 g/cm³, c = 5×10⁵ cm/s, v_L = 8×10⁵ cm/s, g_L = 3 and g_T = 1, with 5×10²² atoms per cm³, which fixes the Debye cutoff; the transverse thermal phonons have the speed c. These are round parameters, not those of a named material. Then ρc² = 7.5×10¹¹ erg/cm³. At 20 K, TC_L = 1.274×10⁵ erg/cm³, and each transverse branch has TC_T = 5.219×10⁵ erg/cm³. The weighted sum is

Σ g²TC = 9 × 1.274×10⁵ + 2 × 5.219×10⁵ = 2.190×10⁶ erg/cm³.

At 0.1 MHz, ω = 6.283×10⁵ s⁻¹ and ω²τ = 7.90×10³ s⁻¹, so

Γ_A = 7.90×10³ × 2.190×10⁶ / (15 × 7.5×10¹¹) = 1.54×10⁻³ s⁻¹.

The full expression (1) gives the same three digits.

For ωτ ≫ 1 a phonon crosses many wavelengths between collisions, and the work done on it mostly averages out. The exception is a phonon whose velocity along z nearly equals c, because it stays at the same phase of the wave. As a function of s = ω − q·v, the factor τ/(1 + s²τ²) has the area

∫ds τ/(1 + s²τ²) = π

and the width 1/τ. When this width is small compared with ω, the factor acts as πδ(ω − q·v). The relaxation time has dropped out. A phonon in step absorbs at a rate proportional to ω²τ, but the fraction of phonons in step is proportional to 1/(ωτ), and the product is proportional to ω.

Longitudinal thermal phonons can keep step at μ = r = c/v_L. In the example r = 0.625, and they travel at 51.3° to the wave. Using δ(1 − μ/r) = rδ(μ − r),

⟨G_L² πδ(ω − q·v)⟩ = (π/ω) ½∫dμ ½g_L²μ²(1 − μ²) rδ(μ − r)
 = (π/4ω) g_L² r³(1 − r²).

Multiplication by ω²TC_L/(ρc²) gives

Γ_LR = (π/4) g_L² r³(1 − r²) ω T C_L/(ρc²). (3)

Far below the Debye temperature, the upper limit of the k integral may be taken to infinity. With x = E/k_BT,

T C_L = (k_BT)⁴/[2π²(ħv_L)³] ∫₀^∞ dx x⁴eˣ/(eˣ − 1)².

Since eˣ/(eˣ − 1)² is minus the derivative of 1/(eˣ − 1), integration by parts turns the integral into 4∫dx x³/(eˣ − 1) = 4π⁴/15. Thus TC_L = 2π²(k_BT)⁴/[15(ħv_L)³], and

Γ_LR = (π³g_L²/30) r³(1 − r²) ω (k_BT)⁴ / [ρc²(ħv_L)³]. (4)

This is Landau-Rumer damping, proportional to ωT⁴. The longitudinal Debye temperature of the model is 877 K, so 20 K is low enough for extending the integral to infinity. The linear dispersion is a separate idealization: a sine dispersion with the same cutoff raises the longitudinal rate at 10 GHz and 20 K by about 6.5%. At 10 GHz, ω = 6.283×10¹⁰ s⁻¹. The angular factor is (π/4) × 0.2441 × 0.6094 = 0.1168, and

Γ_LR = 9 × 0.1168 × 6.283×10¹⁰ × 1.274×10⁵/(7.5×10¹¹) = 1.12×10⁴ s⁻¹.

The same limit must come from quantum absorption of sound, because without collisions the thermal phonons are the sharp states of the golden rule. In a volume V, one sound quantum has the squared strain amplitude s² = ħω/(2ρc²V): a classical wave of N quanta has ρc²ε₀²V/2 = Nħω, and each of its two exponentials has amplitude ε₀/2 = s√N. Absorption takes a thermal phonon from k to k′ = k + q, with energy E′. For small q the matrix element per quantum is M = s√(EE′)G, which reduces to the classical shift sEG when k′ = k. Absorption carries the factor n(1 + n′) and stimulated emission n′(1 + n), where n′ is here the occupation of k′. Their difference is n − n′, so the net loss rate is

Γ = (2π/ħ) Σ_k s²EE′G²(n − n′) δ(E′ − E − ħω).

For ħω ≪ k_BT, n − n′ = −n₀′ħω, and the delta function is δ(q·v − ω)/ħ. Collecting factors,

Γ = (2π/ħ) [ħω/(2ρc²)] ω Σ E²G²(−n₀′) δ(q·v − ω)
 = (πω²/ρc²) Σ E²G²(−n₀′) δ(ω − q·v),

where Σ in the last two expressions again includes the division by V. This is the collisionless limit of the kinetic result. At 10 GHz and 20 K, ħω/k_BT = 0.024, and the golden-rule integral differs from the kinetic limit by about one part in 10⁵. At ħω = k_BT the difference within the longitudinal branch is still only one or two percent, but even its sign depends on how G is continued to finite q: the integral is 1.7% lower if n_x n_z is replaced by (k_x k′_z + k_z k′_x)/(2kk′), and 1.0% higher if n is taken along k + q/2. At such a frequency q is also comparable with thermal k, and absorption that turns a transverse phonon into a longitudinal one is allowed for (v_L − c)/(v_L + c) < k/q < (v_L + c)/(v_L − c). This window holds 47% of the transverse heat capacity at ħω = k_BT, against about 10⁻⁵ at 10 GHz and 20 K, and the process is not included here.

When q ≪ k, a thermal phonon cannot change between a transverse and the longitudinal branch in such a process. Going from transverse to longitudinal would cost about ħ(v_L − c)k, far more than ħω, and the reverse change would release as much. This justifies a kinetic equation in which longitudinal and transverse phonons respond separately. Between the two degenerate transverse branches energy sets no such barrier; their separate response rests on the assumption, made above, that strain does not mix the polarizations.

The table gives rates in s⁻¹ at 20 K.

f | ωτ | Γ from (1) | Γ_A | Γ_LR
0.1 MHz | 0.0126 | 0.00154 | 0.00154 | 0.112
1 MHz | 0.126 | 0.150 | 0.154 | 1.12
10 MHz | 1.26 | 7.83 | 15.4 | 11.2
100 MHz | 12.6 | 138 | 1540 | 112
1 GHz | 126 | 1218 | 1.54×10⁵ | 1122
10 GHz | 1257 | 11400 | 1.54×10⁷ | 11225

Equating (2) and (3) gives the crossover,

ω_×τ = (15π/4) r³(1 − r²) g_L²TC_L / Σ_j g_j²TC_j.

In numbers this is 11.78 × 0.1488 × 0.5235 = 0.918, or 7.30 MHz. There the full rate is 0.59 of the common value of the two limits, so neither formula is a good estimate in the middle. This middle range also depends on the collision model: if the collisions conserve momentum and the gas relaxes toward a drifting equilibrium, the rate near the crossover is about 10% higher, while the two limits are unchanged.

Above the crossover the full rate approaches Γ_LR from above at the last three frequencies. The excess is 23%, 8.5% and 1.6% of Γ_LR. The excess at the two highest frequencies comes from transverse thermal phonons, whose contribution is even somewhat larger than the excess itself. They have the speed of the wave and can keep step with it only at μ = 1, where G vanishes. Put a = ωτ and y = 1 − μ. Per unit g_T², the angular average in (1) is

A_T = ½∫₀² dy y p(y)/(1 + a²y²), p(y) = ½(1 − y)²(2 − y).

Separate p = 1 + (p − 1). The first part gives ln(1 + 4a²)/(4a²), which tends to ln(2a)/(2a²). In the second, p − 1 vanishes at y = 0, so for large a the 1 in the denominator can be dropped:

(1/2a²)∫₀² dy (p − 1)/y = (1/2a²)∫₀² dy (−5/2 + 2y − y²/2) = −(7/3)/(2a²).

Together, A_T ≈ [ln(2a) − 7/3]/(2a²). At a = 1000 this agrees with direct integration within 0.1%. The two transverse branches then add

Γ_T = g_T² T C_T [ln(2ωτ) − 7/3]/(ρc²τ).

At 10 GHz the prefactor is 5.219×10⁵/(7.5×10¹¹ × 2×10⁻⁸) = 34.8 s⁻¹ and the bracket is 5.50, so Γ_T = 191 s⁻¹. The actual excess over Γ_LR is 175 s⁻¹. By subtraction, the longitudinal branch contributes about −16 s⁻¹ beyond its resonant part. The transverse term grows with frequency only as a logarithm, so its share of Γ fades as [ln(2ωτ) − 7/3]/(ωτ), more slowly than 1/(ωτ).

This correction also explains the local exponents. At 10 GHz, Γ varies as ω to the power 0.988, slightly below 1 because part of the rate hardly grows with ω. If τ is assumed to vary as T⁻³, the temperature exponent there is 4.04, because Γ_T contains 1/τ and rises faster than T⁴. With the same assumption the exponents at 0.1 MHz are 2.00 in ω and 1.00 in T, as expected from ω²τTC with TC ∝ T⁴. The T⁴ law thus belongs to the collisionless limit; in the other limit the temperature dependence of τ enters in full.

At 10 GHz and 20 K the amplitude attenuation is α = 11400/(2 × 5×10⁵) = 0.0114 cm⁻¹, or 0.099 dB/cm. At 300 K, with τ = 5 ps, a wave of 1 GHz has ωτ = 0.031 and is back in the Akhiezer regime. The phonon gas now has TC_L = 1.40×10⁹ and TC_T = 1.76×10⁹ erg/cm³, computed with linear dispersion up to the Debye cutoff. The rate is 2.82×10⁵ s⁻¹, within 0.2% of (2), and α = 0.282 cm⁻¹. Frequency alone therefore does not decide which law applies.

A single relaxation time is not essential. If τ depends on k, it stays under the sum in P. At low frequency (2) then contains the mean of τ weighted by k²E²(−n₀′). As k → 0, E²(−n₀′) tends to k_BT, so for τ ∝ k⁻ˢ the mean exists only if s < 3. For s ≥ 3 the long-lived phonons of small k prevent a pure ω² law. At high frequency τ drops out as before, provided ωτ is large for the phonons that carry the weight. For τ ∝ 1/k both limits were confirmed numerically for the longitudinal branch.

The Landau-Rumer law also needs phonons that can keep step with the wave and couple to it there. Longitudinal sound shows how delicate this can be. Take thermal phonons of speed v = wc and a coupling that is constant in direction. Leave aside the temperature oscillation that such a coupling can cause, and look at the angular factor alone:

a · ½∫₋₁¹ dμ/[1 + a²(1 − wμ)²] = (1/2w){arctan[a(1 + w)] − arctan[a(1 − w)]}.

For w = 1 and large a this tends to π/4, half of what a resonance inside the angular range would give, since the Lorentzian is centred on the end point μ = 1. The damping would still be linear in ω. If the thermal phonons are slower by 1%, as normal dispersion can make them, the factor at a = 10⁴ falls from 0.785 to 0.005, because a(1 − w) = 100 already exceeds 1 by far. For w = 0.625, the speed of transverse phonons relative to longitudinal sound in this model, it is 0.00016. The resonant damping of transverse sound avoids this sensitivity: the resonance with longitudinal phonons lies at an oblique angle, and a small change of speed moves that angle and changes the rate smoothly: lowering v_L by 1% raises the rate at 10 GHz by 4.8%, partly through the larger heat capacity. The small logarithmic term Γ_T is less robust. It assumes transverse thermal phonons exactly as fast as the wave; if their speed v_T is lower, the logarithm stops growing once ωτ(1 − v_T/c) exceeds 1. At 10 GHz a speed lower by 1% cuts the bracket from 5.50 to 2.19, and a sine dispersion reduces Γ_T from 191 to about 53 s⁻¹, so the 1.6% excess and the exponents 0.988 and 4.04 belong to strictly linear dispersion. The computed values are collected in the numerical output.

Computed values

```
density = 3.0 g/cm^3
sound speed c = 5.00e+05 cm/s
longitudinal speed v_L = 8.00e+05 cm/s
speed ratio r = c/v_L = 0.625
matching angle = 51.32 deg
couplings g_L, g_T = 3.0, 1.0
atom density = 5.0e+22 cm^-3
Debye temperature L = 877 K
Debye temperature T = 548 K
rho c^2 = 7.500e+11 erg/cm^3
cold case: T = 20 K, tau = 20 ns
T*C_L at 20 K = 1.2741e+05 erg/cm^3
T*C_T at 20 K, one branch = 5.2186e+05 erg/cm^3
f[Hz] | omega tau | Gamma full, Akhiezer, Landau-Rumer [1/s]
1e+05 | 0.01257 | 1.5369e-03, 1.5373e-03, 1.1225e-01
1e+06 | 0.1257 | 1.4965e-01, 1.5373e-01, 1.1225e+00
1e+07 | 1.257 | 7.8298e+00, 1.5373e+01, 1.1225e+01
1e+08 | 12.57 | 1.3778e+02, 1.5373e+03, 1.1225e+02
1e+09 | 125.7 | 1.2184e+03, 1.5373e+05, 1.1225e+03
1e+10 | 1257 | 1.1400e+04, 1.5373e+07, 1.1225e+04
crossover omega tau = 0.9175
crossover frequency = 7.301 MHz
full Gamma / common limit there = 0.5912
exponents at 0.1 MHz: omega 1.999, T 1.002
exponents at 10 GHz: omega 0.988, T 4.037
amplitude attenuation, 10 GHz, 20 K = 1.1400e-02 1/cm
same in decibel = 9.9015e-02 dB/cm
hbar omega/kT at 10 GHz, 20 K = 0.0240
golden rule/kinetic limit there = 0.99999
golden rule/kinetic limit at hbar omega = kT: 0.9829
warm case: T = 300 K, tau = 5 ps, 1 GHz
warm omega tau = 0.0314
warm T*C_L = 1.3985e+09 erg/cm^3
warm T*C_T, one branch = 1.7624e+09 erg/cm^3
warm Gamma full = 2.8214e+05 1/s
warm Gamma Akhiezer = 2.8269e+05 1/s
warm amplitude attenuation = 2.8214e-01 1/cm
ray test, largest relative error = 4.2e-06
coupled-mode test, largest relative error = 7.8e-05
tau(k) test, low and high ratio = 1.00000, 0.99991
logarithm test at omega tau = 1000, ratio = 1.00074
longitudinal, a*average, v = c: 0.7854
longitudinal, a*average, v = 0.99 c: 0.00502
longitudinal, a*average, v = 0.625 c: 0.000164
```
